# The Magnetic-Dipole Term Missing from Bruno's Orbital-Moment Relation

## 1. The form fixed by symmetry

Consider electrons in a d shell whose majority spin points along the unit vector $\mathbf n$. Spin-orbit coupling $\xi\,\mathbf L\cdot\mathbf S$ makes the energy depend on $\mathbf n$. We set $\hbar=1$, so that angular momenta are pure numbers, and use electronvolts for the levels of the worked example.

Without spin-orbit coupling the orbitals can be chosen real. The operator $\mathbf L$ is then purely imaginary and has no diagonal elements, so the energy has no term linear in $\xi$. The second-order energy contains two factors of $\mathbf L$ and two of $\mathbf S$. The spin factors for an excitation that keeps the spin, and for one that reverses it, are

$$
\langle\uparrow|S_i|\uparrow\rangle\langle\uparrow|S_j|\uparrow\rangle=\tfrac14 n_in_j, \tag{1}
$$

$$
\langle\uparrow|S_i|\downarrow\rangle\langle\downarrow|S_j|\uparrow\rangle
=\tfrac14\left(\delta_{ij}-n_in_j+i\epsilon_{ijk}n_k\right). \tag{2}
$$

Equation (2) follows from $S_iS_j=\frac14(\delta_{ij}+i\epsilon_{ijk}\sigma_k)$ after the spin-conserving part (1) is subtracted. For real orbitals write $\langle o|L_i|u\rangle=ia_i$ with $a_i$ real. Then $\langle u|L_j|o\rangle=-ia_j$, and the product $a_ia_j$ is symmetric in $i,j$. The antisymmetric last term of (2) therefore drops out, and the energy has the form

$$
E_2(\mathbf n)=c+\sum_{ij}K_{ij}n_in_j ,\qquad K_{ij}=K_{ji}. \tag{3}
$$

Dimensions supply the rest. Each part of $K_{ij}$ is $\xi^2$ divided by an energy. For spin-conserving excitations that energy is an orbital level difference. For spin-reversing excitations it is dominated by the exchange splitting $\Delta$ when $\Delta$ is large. Their leading contribution is therefore $\xi^2/\Delta$ times a dimensionless rank-two tensor that contains no energy denominators and depends on the levels only through the occupied orbitals. Within a d shell, a one-electron orbital operator that is a symmetric traceless rank-two tensor is unique up to a factor. The same tensor determines the anisotropic shape of the spin density, which is what the magnetic-dipole vector measures. The opposite-spin anisotropy must then be a number times $\xi^2T_n/\Delta$, provided the sum over excitations reduces to a one-electron expectation value. It remains to establish that condition and find the number.

## 2. Model and regime

The one-electron Hamiltonian is

$$
H=h-\Delta\,\mathbf n\cdot\mathbf S+\xi\,\mathbf L\cdot\mathbf S . \tag{4}
$$

Here $h$ is real and independent of spin, with eigenvalues $\varepsilon_a$ and real eigenvectors $|a\rangle$. Majority ($\uparrow$) and minority ($\downarrow$) levels lie at $\varepsilon_a-\Delta/2$ and $\varepsilon_a+\Delta/2$. Electron interactions enter only through the fixed exchange field, and the energy is the sum of the $N$ lowest one-electron energies. We assume a gap at this filling and take $\xi$ small compared with the relevant excitation energies.

Let $W$ be the difference between the highest and lowest eigenvalues of $h$, and let $W<\Delta$. Then at least one spin channel is complete, meaning that the majority shell is full or the minority shell is empty. To see this, suppose instead that a majority orbital $u$ is empty while a minority orbital $o$ is occupied. Filling from below requires

$$
\varepsilon_u-\tfrac{\Delta}{2}\ge\varepsilon_o+\tfrac{\Delta}{2}
\quad\Rightarrow\quad \varepsilon_u-\varepsilon_o\ge\Delta>W, \tag{5}
$$

which contradicts the definition of $W$. The channel that may be partly filled will be called active.

## 3. Same-spin excitations and the orbital moment

Let $o$ denote occupied and $u$ empty orbitals of one spin channel. With (1), second-order perturbation theory gives

$$
E_c=-\frac{\xi^2}{4}(A_\uparrow+A_\downarrow),\qquad
A_\sigma=\sum_{o,u\in\sigma}\frac{|\langle u|L_n|o\rangle|^2}{\varepsilon_u-\varepsilon_o}, \tag{6}
$$

where $L_n=\mathbf n\cdot\mathbf L$. The exchange energy cancels in the denominator because both levels have the same spin.

The same coupling induces an orbital moment. In a channel with spin projection $s=\pm\frac12$, the first-order change of an occupied orbital is

$$
|\delta o\rangle=\sum_u|u\rangle\,
\frac{\xi s\langle u|L_n|o\rangle}{\varepsilon_o-\varepsilon_u}. \tag{7}
$$

Admixtures of other occupied orbitals are omitted, since they cancel in pairs when an expectation value is summed over the occupied set. Twice the real part of $\langle o|L_n|\delta o\rangle$, summed over $o$, gives

$$
\langle L_n\rangle_\sigma=-2\xi s A_\sigma,\qquad
\langle L_n\rangle_\uparrow=-\xi A_\uparrow,\quad
\langle L_n\rangle_\downarrow=+\xi A_\downarrow . \tag{8}
$$

Opposite-spin admixtures do not contribute to (8) at first order, because $L_n$ cannot connect the reversed-spin component to the original state. Solving (8) for $A_\sigma$ and inserting the result in (6) yields

$$
E_c=-\frac{\xi}{4}\left(\langle L_n\rangle_\downarrow-\langle L_n\rangle_\uparrow\right). \tag{9}
$$

This is Bruno's relation with both spin channels retained. If the majority shell is full, $A_\uparrow=0$ and $E_c=-(\xi/4)\langle L_n\rangle$, so this part of the energy is lowest where the orbital moment is largest. If the minority shell is empty, the moment is antiparallel to the spin and $E_c=-(\xi/4)|\langle L_n\rangle|$. To first order in $\xi$ the orbital moment is unaffected by spin reversal, so (9) cannot supply the opposite-spin part of the energy.

## 4. Opposite-spin excitations at large splitting

In the regime $W<\Delta$ no excitation from $\downarrow$ to $\uparrow$ is available: either there is no empty majority orbital or there is no minority electron. The remaining excitations take an occupied $\uparrow$ orbital to an empty $\downarrow$ orbital. From (2),

$$
E_f=-\frac{\xi^2}{4}\sum_{o\uparrow,u\downarrow}
\frac{B_{uo}}{\Delta+\varepsilon_u-\varepsilon_o},\qquad
B_{uo}=\sum_{\alpha\perp n}|\langle u|L_\alpha|o\rangle|^2, \tag{10}
$$

where $\alpha$ runs over two axes perpendicular to $\mathbf n$. Since $|\varepsilon_u-\varepsilon_o|\le W<\Delta$, the geometric series converges for each pair:

$$
\frac{1}{\Delta+\varepsilon_u-\varepsilon_o}
=\frac1\Delta-\frac{\varepsilon_u-\varepsilon_o}{\Delta^2}
+\frac{(\varepsilon_u-\varepsilon_o)^2}{\Delta^3}-\cdots . \tag{11}
$$

### Leading term

Let $P_\sigma$ project onto the occupied orbitals of spin $\sigma$. Define $D=P_\uparrow-P_\downarrow$ and $N_s=\operatorname{Tr}D=N_\uparrow-N_\downarrow$.

If the majority shell is full, the sum over $o$ runs over the whole d shell. Completeness, $\sum_o|o\rangle\langle o|=1$, and $L^2=6$ give

$$
\sum_{o,u}B_{uo}=\sum_u\langle u|L^2-L_n^2|u\rangle
=6N_s-\operatorname{Tr}(DL_n^2), \tag{12}
$$

because $D=1-P_\downarrow$ projects onto the minority holes. If the minority shell is empty, the sum over $u$ is complete instead and $D=P_\uparrow$. The same steps, with $o$ and $u$ exchanged, give the same right-hand side. Thus

$$
E_f^{(1)}=-\frac{\xi^2}{4\Delta}
\left[6N_s-\operatorname{Tr}(DL_n^2)\right]. \tag{13}
$$

### Conversion to the magnetic-dipole vector

Define, with $\hat{\mathbf r}$ the unit position vector measured from the nucleus,

$$
\mathbf T=\sum_{\text{electrons}}\left[\mathbf s-3\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf s)\right],
\qquad T_n=\mathbf n\cdot\langle\mathbf T\rangle, \tag{14}
$$

evaluated in the state without spin-orbit coupling. That state has spin components only along $\mathbf n$, equal to $\pm\frac12$, so

$$
T_n=\tfrac12\operatorname{Tr}(Dq_n),\qquad q_n=1-3(\hat{\mathbf r}\cdot\mathbf n)^2 . \tag{15}
$$

Within the d shell, $q_n$ and $L_n^2-L^2/3=L_n^2-2$ are the same component of symmetric traceless rank-two tensors. By the Wigner–Eckart theorem they are proportional, and one matrix element fixes the factor. Take the orbital with $L_n=0$, whose angular density is proportional to $(3x^2-1)^2$ with $x=\hat{\mathbf r}\cdot\mathbf n$. Then

$$
\langle x^2\rangle=
\frac{\int_{-1}^{1}x^2(3x^2-1)^2dx}{\int_{-1}^{1}(3x^2-1)^2dx}
=\frac{88/105}{8/5}=\frac{11}{21}. \tag{16}
$$

Hence $\langle q_n\rangle=1-\frac{11}{7}=-\frac47$, while $L_n^2-2=-2$. The factor is $\frac27$:

$$
q_n=\tfrac27(L_n^2-2). \tag{17}
$$

Insertion in (15) gives

$$
T_n=\tfrac17\left[\operatorname{Tr}(DL_n^2)-2N_s\right]
\quad\Rightarrow\quad
\operatorname{Tr}(DL_n^2)=7T_n+2N_s . \tag{18}
$$

Equation (13) then becomes

$$
E_f^{(1)}=-\frac{\xi^2}{4\Delta}(4N_s-7T_n)
=-\frac{\xi^2N_s}{\Delta}+\frac{7\xi^2}{4\Delta}T_n . \tag{19}
$$

The first term is isotropic. The second is the magnetic-dipole anisotropy omitted by (9). Its physical origin is the shape of the active orbitals: spin reversal uses the components of $\mathbf L$ perpendicular to $\mathbf n$, and the available strength depends on how these orbitals are oriented relative to the spin. Unlike the orbital moment, $T_n$ does not need spin-orbit coupling; it is present whenever the spin density has a quadrupole moment, and it vanishes for a spin density of cubic symmetry.

### Next term

The second term of (11) contributes $+(\xi^2/4\Delta^2)\sum(\varepsilon_u-\varepsilon_o)B_{uo}$. For a full majority shell, $u$ runs over the minority holes and $o$ over all orbitals. Pairs in which both orbitals belong to the hole set occur in both orders. Since $B_{uo}=B_{ou}$ and the energy difference changes sign, they cancel. For an empty minority shell, pairs inside the occupied majority set cancel in the same way. In both cases

$$
E_f^{(2)}=\frac{M(\mathbf n)}{4\Delta^2},\qquad
M(\mathbf n)=\xi^2\sum_{o,u\in\text{active}}(\varepsilon_u-\varepsilon_o)B_{uo}, \tag{20}
$$

where $o$ is now occupied and $u$ empty in the active channel. Collecting (9), (19) and (20),

$$
\begin{aligned}
E_2(\mathbf n)={}&-\frac{\xi}{4}\left(\langle L_n\rangle_\downarrow-\langle L_n\rangle_\uparrow\right)
-\frac{\xi^2N_s}{\Delta}\\
&+\frac{7\xi^2}{4\Delta}T_n+\frac{M(\mathbf n)}{4\Delta^2}
+O\!\left(\frac{\xi^2W^2}{\Delta^3}\right). 
\end{aligned}\tag{21}
$$

### Several sites

For a cluster of d shells, replace $\xi\mathbf L$ by $\sum_i\xi_i\mathbf L_i$. Hopping in $h$ may mix the sites. Because $\mathbf L_i$ acts only on orbitals of site $i$, the products $\mathbf L_i\mathbf L_j$ with $i\ne j$ vanish in (12). The orbital and dipole terms become

$$
-\frac14\sum_i\xi_i\left(\langle L_{i,n}\rangle_\downarrow-\langle L_{i,n}\rangle_\uparrow\right)
+\frac{7}{4\Delta}\sum_i\xi_i^2T_{i,n}. \tag{22}
$$

This was tested on three-site clusters with random real $h$ and unequal $\xi_i$, one above and one below half filling. Diagonalization with spin-orbit coupling reproduced the second-order energy and the orbital-moment relation. Doubling $\Delta$ reduced the error of the dipole formula for $E_f$ by factors of 3.97 and 3.98, close to the factor 4 of a $\Delta^{-2}$ remainder. After (20) was included the factors were 7.95 and 7.96, close to the 8 of a $\Delta^{-3}$ remainder.

## 5. Relative sign: one electron or one hole

A simple limit shows when the two contributions cooperate. Let the active channel contain one electron in orbital $g$, with all its excitations at a common energy $w$. Since $\langle g|L_n|g\rangle=0$, completeness in (6) gives

$$
E_c=-\frac{\xi^2}{4w}\langle g|L_n^2|g\rangle . \tag{23}
$$

One hole in an otherwise full active channel gives the same expression, with $g$ the hole orbital. The dipole term depends on $D$. For one minority electron above a full majority shell, $D=1-|g\rangle\langle g|$. For one minority hole, $D=|g\rangle\langle g|$. The trace of $L_n^2$ over the whole shell is 10 for every direction, so the anisotropic part of (13) is

$$
E_f^{(1)}\to\mp\frac{\xi^2}{4\Delta}\langle g|L_n^2|g\rangle, \tag{24}
$$

with the upper sign for the minority electron and the lower for the minority hole. If instead the minority shell is empty and the majority channel is active, the signs are exchanged: one electron takes the lower sign and one hole (four electrons) the upper. The ratio of dipole to orbital anisotropy is therefore $+w/\Delta$ for six electrons and $-w/\Delta$ for nine. As $\Delta/w\to\infty$, Bruno's relation alone remains. When excitation energies differ, the orbital anisotropy can be reduced by cancellation between directions while the dipole term is not. The ratio $w/\Delta$ is then no guide to its importance.

## 6. A six-electron ion

Take a model ion of orthorhombic symmetry with $\xi=0.05$ eV and $\Delta=4$ eV. The site levels are 0 for $z^2$, 0.3 for $x^2-y^2$, 0.6 for $yz$, 0.8 for $xz$ and 1.0 eV for $xy$. A matrix element of $-0.15$ eV mixes the first two. The eigenvalues of $h$ are $-0.062$, 0.362, 0.6, 0.8 and 1.0 eV, so $W/\Delta\approx0.27$.

With six electrons the majority shell is full, and one minority electron occupies

$$
|g\rangle=c|z^2\rangle+s|x^2-y^2\rangle,\qquad c^2=0.854,\quad s^2=0.146, \tag{25}
$$

with $c,s>0$ because the mixing element is negative. To find the matrix elements, use the equally normalized functions $(2z^2-x^2-y^2)/(2\sqrt3)$, $(x^2-y^2)/2$, $yz$ and $xy$. Applying $L_x=-i(y\partial_z-z\partial_y)$ and $L_z=-i(x\partial_y-y\partial_x)$ gives

$$
L_x|g\rangle=-i(\sqrt3\,c+s)|yz\rangle,\qquad
L_z|g\rangle=2is|xy\rangle. \tag{26}
$$

The squared elements are 3.93 and 0.586, and the excitation energies are 0.662 and 1.062 eV. Equation (8) then gives

$$
\langle L_x\rangle_\downarrow=\frac{0.05\times3.93}{0.662}=0.297,\qquad
\langle L_z\rangle_\downarrow=\frac{0.05\times0.586}{1.062}=0.0276. \tag{27}
$$

For the dipole vector, $N_s=4$ and (18) give

$$
T_x=\frac{10-3.93-8}{7}=-0.276,\qquad
T_z=\frac{10-0.586-8}{7}=0.202. \tag{28}
$$

Define $K=E(\mathbf x)-E(\mathbf z)$; a negative value favours $\mathbf x$ over $\mathbf z$. The two leading parts are

$$
K_{\rm orb}=-\frac{0.05}{4}(0.297-0.0276)\ \text{eV}=-3.37\ \text{meV}, \tag{29}
$$

$$
K_{\rm dip}=\frac{7(0.05)^2}{4\times4}(-0.276-0.202)\ \text{eV}=-0.52\ \text{meV}. \tag{30}
$$

They have the same sign, as in the one-electron limit. The next term (20) adds $-0.08$ meV, so the expansion gives $-3.97$ meV. The second-order sum without expansion in $1/\Delta$ is $-3.99$ meV, or $-146$ microhartree. Bruno's relation alone misses 16% of this value. Full diagonalization gives $-3.90$ meV; the second-order result is 2% larger in magnitude, the effect of higher orders in $\xi$.

## 7. Nine electrons: near cancellation

With the same levels and nine electrons, the minority hole is $xy$. Its coupling through $L_x$ leads to $xz$, with squared element 1 and excitation energy 0.2 eV. Its coupling through $L_z$ leads to the two mixed orbitals, with squared elements $4s^2=0.586$ and $4c^2=3.41$. Thus

$$
\langle L_x\rangle_\downarrow=\frac{0.05}{0.2}=0.250,\quad
\langle L_z\rangle_\downarrow=0.05\left(\frac{0.586}{1.062}+\frac{3.41}{0.638}\right)=0.295. \tag{31}
$$

The $L_z$ strength is four times larger, but the small $xz$–$xy$ separation almost compensates for it. The orbital anisotropy is consequently only $K_{\rm orb}=0.57$ meV. The dipole components contain no such denominators: $T_x=(1-2)/7=-0.143$ and $T_z=(4-2)/7=0.286$, which give $K_{\rm dip}=-0.47$ meV.

The sum is 0.10 meV, and the next term raises it to 0.20 meV. The unexpanded second-order value is 0.18 meV, so the orbital relation alone overestimates it by a factor of about three. Because the leading parts nearly cancel, a correction that is small on the scale of either part is large relative to the total. Full diagonalization gives 0.20 meV. Its agreement with the truncated series is accidental, since the series omits both higher orders in $1/\Delta$ and higher orders in $\xi$.

## 8. Response to a gate

By parity, a uniform electric field has no direct matrix element between two d orbitals of the same atom. It can act on the shell through hybridization with orbitals of other parity, or through a nonuniform local field. We represent the result by a real, spin-independent perturbation $V$ of $h$, keeping $\xi$ and $\Delta$ fixed.

For a full majority shell, $T_n=-\frac12\operatorname{Tr}(P_\downarrow q_n)$, since the trace of $q_n$ over the shell vanishes. The perturbed orbitals are $|\delta o\rangle=\sum_u|u\rangle V_{uo}/(\varepsilon_o-\varepsilon_u)$, and therefore

$$
\delta T_n=-\sum_{o,u}\frac{(q_n)_{ou}V_{uo}}{\varepsilon_o-\varepsilon_u}
=\sum_{o,u}\frac{(q_n)_{ou}V_{uo}}{\varepsilon_u-\varepsilon_o}, \tag{32}
$$

with $o,u$ in the minority channel. To first order the gate changes $T_n$ by mixing occupied and empty orbitals. A shift of levels without such mixing leaves $T_n$ unchanged but can alter the orbital moment through the denominators in (6).

Let the gate raise the $z^2$ site level of the six-electron ion by $\delta$. Equation (32) gives $d(T_x-T_z)/d\delta=0.213$ per eV, in agreement with a finite-difference test. Multiplication by $7\xi^2/(4\Delta)$ gives the dipole part of the response:

$$
\frac{dK_{\rm dip}}{d\delta}=0.23,\qquad
\frac{dK_{\rm orb}}{d\delta}=-3.93\quad\text{meV per eV}. \tag{33}
$$

Although the two parts of $K$ have the same sign, their responses are opposite. The complete second-order slope is $-3.53$ meV per eV. The opposite-spin excitations thus contribute $+0.41$, of which the dipole term supplies little more than half. The remainder comes from higher terms in $1/\Delta$, which contain the level differences explicitly. The dipole formula is therefore less accurate here for the slope than for $K$ itself, where it supplies 85% of the opposite-spin part.

The shift $\delta$ is a model parameter, and its relation to an applied voltage is not computed here. Over a finite range, moving $\delta$ from $-0.1$ to $+0.1$ eV changes the second-order $K$ from $-3.63$ to $-4.30$ meV. For nine electrons the same gate leaves $T_x-T_z=-0.429$ unchanged, because neither $V$ nor the crystal field mixes the $xy$ hole with the other orbitals.

## 9. Where the dipole formula fails

Reduce the splitting of the six-electron ion to $\Delta=0.5$ eV, below $W$. Four majority and two minority orbitals are now occupied, so neither channel is complete. Spin reversal from $\downarrow$ to $\uparrow$ becomes possible, with denominator $\varepsilon_u-\varepsilon_o-\Delta$. For the occupied minority orbital at $\varepsilon_o=0.362$ eV and the empty majority $xy$ orbital this is

$$
1.0-0.362-0.5=0.138\ \text{eV}. \tag{34}
$$

The pair is coupled by $L_z$ with squared element 3.41. This component is perpendicular to the spin for $\mathbf n=\mathbf x$ and parallel to it for $\mathbf n=\mathbf z$, so the pair contributes to $K$

$$
-\frac{(0.05)^2}{4}\,\frac{3.41}{0.138}\ \text{eV}\approx-15\ \text{meV}. \tag{35}
$$

In second order the whole opposite-spin anisotropy is $-18.1$ meV, whereas the dipole formula gives $+3.8$ meV. Even the sign is wrong. The level difference 0.638 eV exceeds $\Delta$, so the expansion in their ratio does not converge for this pair. In such a weak ferromagnet the opposite-spin sum (with both directions of reversal) must be evaluated directly. Higher orders in $\xi$ also matter here: full diagonalization gives a total $K$ of $-14.3$ meV, against $-17.8$ meV in second order, so diagonalization is the safer choice.

A complete channel alone is not enough. With nine electrons and $\Delta=0.5$ eV the majority shell is still full and the closure in (12) holds, but (11) diverges: the dipole formula gives $-3.75$ meV against $-1.22$ meV for the opposite-spin sum. Convergence is also slow when $W$ is only slightly below $\Delta$. At $\Delta=1.1$ eV the dipole formula gives $-1.90$ meV against $-4.54$ meV for six electrons, and $-1.70$ against $-0.92$ meV for nine. The formula is quantitative only for $W\ll\Delta$. In Fe, Co and Ni the d bandwidth exceeds the exchange splitting, so these metals lie outside the regime of (21).

Other assumptions set separate limits. Orbital-dependent exchange replaces the single $\Delta$ by different splittings and spoils the closure in (12). Hybridization with s or p states takes part of the wave function outside the d shell, where (17) was derived. In a metal, nearly degenerate occupied and empty states can invalidate the expansion in $\xi$ even when $\Delta$ is large. The numerical output below lists the separate contributions for $\Delta=4$ eV, and the opposite-spin sum and dipole formula for $\Delta=0.5$ eV.

## Calculated quantities

```
xi = 0.05 eV, Delta = 4.0 eV, z2/x2-y2 mixing = -0.15 eV
site levels (eV): {'xy': 1.0, 'yz': 0.6, 'xz': 0.8, 'x2y2': 0.3, 'z2': 0.0}
eigenlevels of h (eV): [-0.0621  0.3621  0.6     0.8     1.    ]
lowest orbital: z2 weight 0.8536, x2-y2 weight 0.1464
cluster N=22: remainder ratio on doubling Delta, after dipole 3.971, after next term 7.952
cluster N=7: remainder ratio on doubling Delta, after dipole 3.975, after next term 7.957
N=6, n=x: L_down-L_up = 0.29691, T_n = -0.27598 (hbar)
N=6, n=z: L_down-L_up = 0.02758, T_n = 0.20203 (hbar)
N=6: K orbital = -3.3666 meV, dipole = -0.5228 meV, next = -0.0774 meV
N=6: K opposite-spin, unexpanded = -0.6186 meV
N=6: K orbital+dipole = -3.8895 meV, with next = -3.9669 meV
N=6: K second order = -3.9853 meV, full diagonalization = -3.9043 meV
N=6: K second order = -146.456 microhartree
N=9, n=x: L_down-L_up = 0.25000, T_n = -0.14286 (hbar)
N=9, n=z: L_down-L_up = 0.29520, T_n = 0.28571 (hbar)
N=9: K orbital = 0.5651 meV, dipole = -0.4688 meV, next = 0.1016 meV
N=9: K opposite-spin, unexpanded = -0.3836 meV
N=9: K orbital+dipole = 0.0963 meV, with next = 0.1979 meV
N=9: K second order = 0.1814 meV, full diagonalization = 0.2047 meV
N=6, z2 shift -0.1 eV: T_x-T_z = -0.49132, K orbital -2.9820, dipole -0.5374, second order -3.6304 meV
N=6, z2 shift +0.0 eV: T_x-T_z = -0.47801, K orbital -3.3666, dipole -0.5228, second order -3.9853 meV
N=6, z2 shift +0.1 eV: T_x-T_z = -0.44361, K orbital -3.7360, dipole -0.4852, second order -4.2968 meV
N=6: d(T_x-T_z)/d(shift) = 0.21347 per eV
N=6: dK/d(shift) orbital = -3.9346, dipole = 0.2335, second order = -3.5274 meV per eV
N=9: T_x-T_z at z2 shift -0.1 and +0.1 eV: -0.42857, -0.42857
Delta = 0.5 eV, N=6: majority 4, minority 2 electrons
Delta = 0.5 eV: K opposite-spin = -18.1498 meV, dipole formula = 3.7500 meV
```
